# Grid Errors and Extrapolation of the Exchange Energy in Periodic Calculations, part 1

(Sections cited here and not found follow in the second part.)

## One Gaussian orbital per cell

Take a crystal with one occupied orbital per cell and per spin, so compact that neighbours do not overlap, with an isotropic Gaussian density of variance \(\sigma\) along each axis. In atomic units the exchange energy per cell and per spin is \(-I/2\), where \(I\) is the Coulomb energy of the orbital density with itself. The density has transform \(e^{-\sigma p^2/2}\), so

\[ I=\int\frac{d^3p}{(2\pi)^3}\,\frac{4\pi A(\mathbf p)}{p^2},\qquad A=e^{-\sigma p^2},\qquad I=\frac{2}{\pi}\int_0^\infty e^{-\sigma p^2}dp=\frac{1}{\sqrt{\pi\sigma}} . \]

A periodic calculation with an \(N\times N\times N\) grid of k points knows \(A\) only at \(\mathbf p=\mathbf k-\mathbf k'+\mathbf G\). These vectors form the lattice \(\Lambda=\{\sum_i n_i\mathbf b_i/N\}\), whatever the offset of the k grid, because only differences enter. Its spacing is \(h\propto 1/N\), its dual is the lattice of supercell vectors \(\mathbf R\), and the supercell volume is \(\Omega_s=N^3\Omega\). Each point represents a volume \((2\pi)^3/\Omega_s\). The term \(\mathbf p=0\) is infinite, and the naive scheme drops it:

\[ S_h[A]=\frac{1}{\Omega_s}\sum_{\mathbf p\in\Lambda,\ \mathbf p\neq0}\frac{4\pi A(\mathbf p)}{p^2}. \]

The error follows from Poisson summation, \(\sum_{\mathbf R}F(\mathbf R)=\Omega_s^{-1}\sum_{\mathbf p}\hat F(\mathbf p)\). The function with transform \(4\pi e^{-\sigma p^2}/p^2\) is \(u(r)=\operatorname{erf}(r/2\sqrt\sigma)/r\), with \(u(0)=I\). Its lattice sum diverges, so it is multiplied by \(g(\epsilon r)\), with \(g\) radial, smooth, rapidly decaying and \(g(0)=1\). In reciprocal space this convolves \(\hat u\) with a narrowing radial peak of unit weight, so as \(\epsilon\to0\) the terms \(\mathbf p\ne0\) tend to \(S_h\), while the term \(\mathbf p=0\) is \(\Omega_s^{-1}\int u\,g\,d^3r\). Writing \(\operatorname{erf}=1-\operatorname{erfc}\) on both sides,

\[ I+{\sum_{\mathbf R}}'\frac{g}{R}-{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\sigma)}{R}=S_h+\frac{1}{\Omega_s}\int\frac{g}{r}\,d^3r-\frac{4\pi\sigma}{\Omega_s}. \]

The prime omits \(\mathbf R=0\). The last term uses \(\int \operatorname{erfc}(r/2\sqrt\sigma)\,4\pi r\,dr=4\pi\cdot4\sigma\int_0^\infty x\operatorname{erfc}x\,dx=4\pi\sigma\), the remaining integral being \(1/4\) by parts. Define the Madelung potential of the supercell lattice as \(\xi_N=\lim\,[\sum' g/R-\Omega_s^{-1}\int g/r\,d^3r]\). Every length in it scales with \(N\), so \(\xi_N=\xi/N\) with \(\xi\) the value for the primitive lattice. Then

\[ S_h-I=\frac{\xi}{N}+\frac{4\pi\sigma}{\Omega N^3}-{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\sigma)}{R}. \tag{1} \]

The naive sum has a \(1/N\) error that does not depend on the orbital, a \(1/N^3\) error that depends on its spread, and a remainder that falls as a Gaussian in the supercell size.

The first term is removed by the Gygi–Baldereschi device. Equation (1) holds for any width, so subtracting it for a chosen width \(\alpha\) cancels \(\xi/N\): the estimate \(S_h[A-e^{-\alpha p^2}]+1/\sqrt{\pi\alpha}\) has the error \(-4\pi(\alpha-\sigma)/\Omega_s\) plus Gaussian remainders. This error is the omitted point, since \((e^{-\sigma p^2}-e^{-\alpha p^2})/p^2\to\alpha-\sigma\) at the origin. The part \(\alpha\) is known and could be put back. The part \(\sigma\) is a property of the occupied states. For this orbital it equals \(-\ln A/p^2\) at any grid point; for general states the corresponding quantity is not known in advance and has to be computed or estimated separately.

## Two grids in one

An error proportional to \(h^3\) with an unknown coefficient is eliminated by Richardson extrapolation. The second grid is already contained in the first. Let \(2\Lambda\) be the points with all three \(n_i\) even. Its cell is eight times larger, so its dual supercell has volume \(\Omega_s/8\) and the same shape, and \(S_{2h}\) gives each of its points the weight \(8/\Omega_s\). Consider \((1-c)S_h+cS_{2h}\), whose coefficients add to one so that \(I\) is reproduced. In units of \(1/\Omega_s\), a point off \(2\Lambda\) has weight \(1-c\), and a point on it has \((1-c)+8c=1+7c\). An error term \(C h^\nu\) becomes \(Ch^\nu(1-c+2^\nu c)\), which vanishes for \(c=-1/(2^\nu-1)\). The weight on the subgrid is then \(1-7/(2^\nu-1)=(2^\nu-8)/(2^\nu-1)\), zero only for \(\nu=3\). With \(c=-1/7\),

\[ S_{\rm ext}=\frac{8S_h-S_{2h}}{7}=\frac{8}{7}\,\frac{1}{\Omega_s}\sum_{\mathbf p\notin2\Lambda}\frac{4\pi(\cdots)}{p^2}. \tag{2} \]

This is the Nguyen–de Gironcoli rule: weight \(8/7\) off the doubled-spacing subgrid and zero on it. The two eights have different origins, one being the volume ratio \(2^3\) of the cells and the other the growth \(2^\nu\) of the error, and they coincide because the error of an omitted point is a value times a cell volume. The origin belongs to \(2\Lambda\), so whatever value one might assign to it is multiplied by zero. Any term \(Ch^\nu\) is multiplied by

\[ \phi_\nu=\frac{8-2^\nu}{7}, \tag{3} \]

which is \(6/7,\ 4/7,\ 0,\ -8/7,\ -24/7,\ -8,\ -120/7\) for \(\nu=1,\dots,7\). Applied to (1), the rule removes \(4\pi\sigma/\Omega_s\) and leaves \(6\xi/7N\). It does not treat the \(1/p^2\) divergence, and the auxiliary function remains necessary, summed with the same weights so that its \(6\xi/7N\) cancels that of \(A\).

The parity test refers to the integers \(n_i\) of the whole vector \(\mathbf q+\mathbf G\). For even \(N\) a reciprocal vector changes \(n_i\) by an even amount and the parity is that of \(\mathbf q\). For odd \(N\) a reciprocal vector with an odd integer component changes the parity, \(2\Lambda\) is not a k grid of the crystal, and yet it is a similar sublattice of index eight, which is all that (2) and (3) use. Doubling along only one or two directions changes the shape of the supercell. The omitted-point term, a value times a cell volume, is still cancelled by the weights \(2\) or \(4/3\) off the subgrid, but every coefficient \(C\) that is a lattice sum differs between the two sums, so a single factor as in (3) no longer applies and for an anisotropic integrand an \(h^3\) error survives.

## A general insulator

For the Gaussian orbital the extrapolation only replaces one missing number. In general the subtracted integrand has no single limit at the origin. With cell-normalized Bloch functions and the gauge \(u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}\), the Fock exchange energy per cell and spin is again \(-I/2\), with \(A(\mathbf p)\) the k average of \(\sum_{nm}|\langle u_{m,\mathbf k-\mathbf p}|u_{n\mathbf k}\rangle|^2\) over occupied bands. Since \(\langle u_{m,\mathbf k-\mathbf p}|u_{n\mathbf k}\rangle\) is the matrix element of \(e^{-i\mathbf p\cdot\mathbf r}\) between Bloch states, the sum is a trace per cell with the occupied projector \(P\):

\[ A(\mathbf p)=\operatorname{tr}\,[P e^{i\mathbf p\cdot\mathbf r}Pe^{-i\mathbf p\cdot\mathbf r}]=\int a(\mathbf r)\,e^{i\mathbf p\cdot\mathbf r}d^3r,\qquad a(\mathbf r)=\int_{\rm cell}|P(\mathbf r',\mathbf r'+\mathbf r)|^2d^3r'. \]

The function \(a\) is non-negative and equals \(\int_{\rm cell}n(\mathbf r')\,|h_x(\mathbf r',\mathbf r'+\mathbf r)|\,d^3r'\), where \(n(\mathbf r')=P(\mathbf r',\mathbf r')\) and \(h_x=-|P(\mathbf r',\mathbf r'+\mathbf r)|^2/n(\mathbf r')\) is the exchange hole, so it is the density-weighted cell average of the magnitude of the hole multiplied by the number of electrons per cell and spin. Cyclic invariance of the trace gives \(A(-\mathbf p)=A(\mathbf p)\), so \(a\) is even and its odd moments vanish. \(P^2=P\) gives \(A(0)=A_0\), the number of occupied bands. For a gapped system \(P\) decays exponentially, so all moments of \(a\) exist, \(A\) is analytic near real \(\mathbf p\), and the finite k average differs from the converged one by exponentially small amounts, which are neglected from here on. To second order,

\[ A=A_0-\mathbf p\cdot M\mathbf p+O(p^4),\qquad M_{ab}=\tfrac12\int a\,r_ar_b\,d^3r . \]

Inserting \(P=1-(1-P)\) for the second projector and using \(Pe^{i\mathbf p\cdot\mathbf r}(1-P)=iP\,\mathbf p\cdot\mathbf r\,(1-P)+\dots\) gives the same term as \(M_{ab}=\operatorname{Re}\operatorname{tr}[Pr_a(1-P)r_b]\), whose trace is the gauge-invariant part of the Wannier spread. After subtraction,

\[ D=A-A_0e^{-\alpha p^2},\qquad I=I[D]+\frac{A_0}{\sqrt{\pi\alpha}},\qquad \frac{D}{p^2}\to\alpha A_0-\hat{\mathbf p}\cdot M\hat{\mathbf p}. \]

The integrand is bounded, but unless \(M\) is isotropic its limit depends on the direction of approach.

Let \(v(\mathbf r)\) be the potential with transform \(4\pi D/p^2\), so that \(v(0)=I[D]\). Its source is neutral and has no dipole, so \(v\sim r^{-3}\) and the lattice sum is conditionally convergent. The factor \(g(\epsilon r)\) fixes spherical summation. In the Poisson formula the term \(\mathbf p=0\) is now the average of \(\hat v\) over a narrowing radial peak, which is the angular average of the limit above, and \(\langle\hat p_a\hat p_b\rangle=\delta_{ab}/3\). Hence \(v(0)+\sum'v(\mathbf R)=S_h[D]+4\pi(\alpha A_0-\operatorname{tr}M/3)/\Omega_s\), or

\[ S_h[D]-I[D]=-\frac{4\pi}{\Omega_s}\Big(\alpha A_0-\frac{\operatorname{tr}M}{3}\Big)+{\sum_{\mathbf R}}'v(\mathbf R). \tag{4} \]

The sum is the potential at the origin due to the periodic images of the hole. For brevity let \(a\) be axially symmetric about \(z\). The Legendre expansion \(1/|\mathbf R-\mathbf r|=\sum_l r^lP_l(\cos\gamma)/R^{l+1}\) for \(r<R\), averaged over the azimuth of \(\mathbf r\) so that \(P_l(\cos\gamma)\to P_l(\cos\theta_R)P_l(\cos\theta_r)\), gives

\[ v(\mathbf R)=\sum_{l=2,4,\dots}\frac{Q_lP_l(\cos\theta_R)}{R^{l+1}}+\text{penetration},\qquad Q_l=\int a\,r^lP_l(\cos\theta)\,d^3r . \]

The monopole cancels against the auxiliary Gaussian, which is spherical and adds no higher multipole. The penetration term comes from the tails of \(a\) and of the Gaussian that reach \(r\gtrsim R\) and is exponentially small. For an exponentially decaying \(a\) the moments grow factorially and the series is asymptotic. From \(r^2P_2=(3z^2-r^2)/2\) and \(\int a\,r_ar_b=2M_{ab}\), one has \(Q_2=3M_{zz}-\operatorname{tr}M=2(M_{zz}-M_{xx})\). With the primitive-lattice sums \(T_l=\sum'P_l(\cos\theta)/R^{l+1}\), summed spherically, the supercell sums are \(T_l/N^{l+1}\), and

\[ S_h[D]-I[D]=\frac{c_3}{N^3}+\frac{Q_4T_4}{N^5}+\frac{Q_6T_6}{N^7}+\dots,\qquad c_3=-\frac{4\pi\alpha A_0}{\Omega}+\frac{4\pi\operatorname{tr}M}{3\Omega}+Q_2T_2. \tag{5} \]

Without axial symmetry each \(Q_lT_l\) becomes a sum over the \(2l+1\) components and the powers of \(N\) are the same. Adding \(A_0\) times (1) with width \(\alpha\) returns the unsubtracted error, in which \(\alpha\) cancels and \(A_0\xi/N\) appears in front.

Equation (5) shows what patching the origin can do. Adding \(4\pi\alpha A_0/\Omega_s\) removes the first piece of \(c_3\). Adding the angular average, which needs \(\operatorname{tr}M\), removes two. The angular average does not remove \(Q_2T_2\), which depends on the shape of the lattice as well as on the electrons; subtracting it explicitly requires the full tensor \(M\) and the lattice sum \(T_2\). On a cubic lattice the function \(3z^2-R^2\) averages to zero over the permutations of the axes within each shell, so \(T_2=0\) and the angular average suffices at this order. The corresponding average of \(R^4P_4\) does not vanish, so \(T_4\) is not forced to zero. The rule (2) removes all three pieces without knowing \(M\) or \(T_2\), and leaves

\[ S_{\rm ext}-I=-\frac{24}{7}\frac{Q_4T_4}{N^5}-\frac{120}{7}\frac{Q_6T_6}{N^7}-\dots+\frac{8\,\Pi_N-\Pi_{N/2}}{7}, \tag{6} \]

where \(\Pi_N\) is the penetration sum. The result is independent of \(\alpha\) up to the Gaussian's part of \(\Pi\). The price is that the higher terms are amplified and change sign, and that \(-1/7\) of the penetration error of a supercell half as large is imported. The scheme therefore needs the half-size supercell to be larger than the exchange hole and than \(\sqrt\alpha\). For \(N=1\) that supercell has half the edge lengths of the primitive cell, which is acceptable for a molecule in a large box and not for a dense solid. If the Coulomb kernel is replaced by one of fixed short range, such as the erfc-screened kernel, and the finite value at \(\mathbf p=0\) is included, no power terms exist and the rule imports \(-1/7\) of the error of the half-size supercell. That error decays rapidly with \(N\) but need not be small. For the kernel \(\operatorname{erfc}(\omega r)/r\) with \(\omega=0.11\) bohr\(^{-1}=0.208\) Å\(^{-1}\), a tetragonal cell with \(a=4\) Å, \(c=5\) Å and \(N=4\), the four images at 8 Å, taken as point charges, import about \(4\times14.4\times\operatorname{erfc}(1.66)/(8\times7)\approx0.02\) eV, while the four images at 16 Å give the plain sum an error of about \(10^{-5}\) eV. The rule must not be combined with a kernel truncated at the radius of a sphere of the supercell volume. That radius grows with \(N\), images in the half-size supercell lie inside the sphere, and the extrapolated sum has a \(1/N\) error. The plain sum has no such error when the radius is shorter than the shortest supercell vector, which for a tetragonal cell with \(c>a\) requires \(c/a<4\pi/3\). The gap between the radius and the nearest image must also exceed the size of the hole: for the Gaussian orbital with \(\sigma=0.25\) Å\(^2\), \(a=4\) Å, \(c/a=4\) and \(N=8\) the gap is 0.5 Å and the plain sum is still in error by 0.44 eV.

For a gapped insulator, the \(8/7\) rule combined with the auxiliary function removes the whole \(N^{-3}\) error without knowledge of \(M\) or \(T_2\), at the price of amplified higher terms and an imported penetration error from the half-size supercell. It remains to read the same powers from the singularity of the integrand, including the cusp of a metal, to set out the procedure, and to test the results numerically.
